Dirac-Kohn-Sham equations from a stationary four-current energy functional

**The result**

Take N electrons in a static scalar potential energy v(r) and a static vector potential A(r). Hartree atomic units are used, with Gaussian-type A, electron charge −1, and the rest energy c² subtracted. The density and the particle current are

n = Σ_i ψ_i†ψ_i,  j = c Σ_i ψ_i†αψ_i.

The energy functional

E[n,j] = T_s + ∫n v + (1/c)∫j·A + E_H + E_xc,

E_H = ½∬ (n n′ − j·j′/c²)/|r−r′|,

is stationary when the orbitals obey the Dirac-Kohn-Sham equations

[cα·p + (β−1)c² + v_s + α·A_s] ψ_i = ε_i ψ_i,

v_s = v + ∫n′/|r−r′| + δE_xc/δn,

A_s = A − (1/c)∫j′/|r−r′| + c δE_xc/δj.

With v_xc = δE_xc/δn and A_xc = c δE_xc/δj, the total energy is

E = Σ_i ε_i − E_H − ∫n v_xc − (1/c)∫j·A_xc + E_xc.

A prime marks a quantity taken at r′, and integrals run over all positions shown. Only electron states are occupied; vacuum polarization and radiative corrections are left out.

**1. One electron in given fields**

For charge −1, minimal coupling replaces p by π = p + A/c, and the electrostatic potential Φ gives the energy v = −Φ. The free Dirac operator without rest energy is t = cα·p + (β−1)c². Since cα·(A/c) = α·A,

h = t + v + α·A.

The coupling energy of a state ψ is therefore

∫ψ†(v + α·A)ψ = ∫n v + (1/c)∫j·A.

The fields couple to the four quantities n and j, which makes these the natural variables.

A stationary state conserves charge locally. Multiply hψ = εψ by ψ† from the left and subtract the Hermitian conjugate. The terms with β, v and α·A are Hermitian matrices at each point and cancel. With p = −i∇, what remains is

−ic[ψ†α·∇ψ + (∇ψ†)·αψ] = −i∇·(cψ†αψ) = 0,

so ∇·j = 0.

Limit of a slow electron. Write ψ = (φ, η), with two components each. The lower line of the Dirac equation is

cσ·πφ + (v − 2c²)η = εη, so η = cσ·πφ/(2c² + ε − v) ≈ σ·πφ/(2c)

when |ε − v| is much smaller than 2c². The upper line becomes [(σ·π)²/2 + v]φ = εφ. From σ_aσ_b = δ_ab + iε_abd σ_d,

(σ·π)² = π² + iσ·(π×π),  π×π = (p×A + A×p)/c = −iB/c,

with B = ∇×A. Hence

[π²/2 + σ·B/(2c) + v]φ = εφ,

which is the Pauli equation. The current in the same order is

j = c(φ†ση + η†σφ) = Re[φ†σ(σ·π)φ] = Re(φ†πφ) + ½∇×(φ†σφ).

The last step uses the same product rule: its second part is ε_abd Re(φ†σ_d ∂_bφ) = ½ε_abd ∂_b(φ†σ_dφ), while the A part is imaginary and drops out of the real part. The spin density φ†σφ thus enters j through its curl. The coupling of this term, after an integration by parts, is (1/2c)∫(φ†σφ)·B, the spin term of the Pauli equation. This is the link to spin density functional theory, which keeps the spin density and drops the orbital part of the current.

**2. Many electrons without interaction**

Let N electrons occupy the lowest N electron states of h_s = t + v_s + α·A_s, with a gap to the empty states. Their energy is E_s = Σε_i. For small changes of the fields, first-order perturbation theory gives

δE_s = Σ_i∫ψ_i†(δv_s + α·δA_s)ψ_i = ∫n δv_s + (1/c)∫j·δA_s.

Define

T_s[n,j] = E_s − ∫n v_s − (1/c)∫j·A_s = Σ_i⟨ψ_i|t|ψ_i⟩.

In its variation the terms with δv_s and δA_s cancel, which leaves

δT_s = −∫v_s δn − (1/c)∫A_s·δj.

It is assumed that the four-currents of interest can be produced by such noninteracting electrons and that the derivatives exist.

Gauge limit. Replace A_s by A_s + ∇χ and ψ_i by e^(−iχ/c)ψ_i. Because

cα·p e^(−iχ/c)ψ_i = e^(−iχ/c)(cα·p − α·∇χ)ψ_i,

the added α·∇χ is cancelled. Energies, n and j are unchanged, as the phase drops out of ψ_i†ψ_i and ψ_i†αψ_i. Also ∫j·∇χ = −∫χ∇·j = 0, so T_s is unchanged. A vector potential derived from a functional of physical currents is therefore fixed up to a gradient. Similarly, at fixed N a scalar potential is fixed up to a constant.

**3. The classical interaction and its minus sign**

The charge part of the mean interaction is the Coulomb energy ½∬nn′/|r−r′|. For the current part, let a steady current j create a vector potential a. The field energy plus the coupling energy is

M[a] = (1/8π)∫|∇×a|² + (1/c)∫j·a.

Varying a and integrating by parts gives

∇×(∇×a) = −4πj/c.

Choose ∇·a = 0. Then ∇×(∇×a) = −∇²a, and

∇²a = 4πj/c, so a = −(1/c)∫j′/|r−r′|.

This a is divergence-free because j is. For the value of M, another integration by parts gives

(1/8π)∫|∇×a|² = (1/8π)∫a·∇×(∇×a) = −(1/2c)∫j·a.

Half of the coupling energy is thus cancelled by the field energy:

M = (1/2c)∫j·a = −½∬ j·j′/(c²|r−r′|).

Since the field term is quadratic and not negative, this is the minimum of M. The value is not positive, because a = 0 already gives M = 0. Parallel currents attract, whereas equal charges repel.

Limit of slow currents. If |j| is much smaller than cn, the current term is small against the charge term by order (|j|/cn)², apart from cancellations, and E_H becomes the usual Hartree energy. Retardation is absent here because n and j are static. What the mean field misses, including retardation in exchange and correlation, belongs to E_xc.

**4. The interacting functional**

Let E₀[v,A] be the interacting electron ground-state energy, taken as nondegenerate. The assumption needed is

δE₀ = ∫n δv + (1/c)∫j·δA.

This is first-order perturbation theory for a Hamiltonian that is linear in the fields. If the interacting theory uses projectors onto electron states that themselves change with v and A, their response adds terms, and the relation must then be imposed as the definition of n and j.

Define F = E₀ − ∫n v − (1/c)∫j·A. As for T_s,

δF = −∫v δn − (1/c)∫A·δj.

Now hold the actual external fields v and A fixed and consider E[n,j] = F[n,j] + ∫n v + (1/c)∫j·A. At the four-current belonging to these fields, its first variation is

δE = ∫(−v + v)δn + (1/c)∫(−A + A)·δj = 0.

The true four-current makes E stationary, and its value there is E₀. Splitting F = T_s + E_H + E_xc defines E_xc and gives the functional stated at the beginning.

**5. Variation of the orbitals**

Vary E with respect to the orbitals while keeping ⟨ψ_i|ψ_j⟩ = δ_ij. The changes are

δn = 2Re Σ_i δψ_i†ψ_i,  δj = 2c Re Σ_i δψ_i†αψ_i,  δT_s = 2Re Σ_i∫δψ_i†tψ_i.

The Hartree term is symmetric in r and r′, so varying either factor gives the same result and the ½ disappears:

δE_H = ∫v_H δn + (1/c)∫A_H·δj,

v_H = ∫n′/|r−r′|,  A_H = −(1/c)∫j′/|r−r′|.

The xc term gives

δE_xc = ∫v_xc δn + (1/c)∫A_xc·δj,

where the c in A_xc = c δE_xc/δj cancels the 1/c in front. Collecting everything with v_s = v + v_H + v_xc and A_s = A + A_H + A_xc,

δE = 2Re Σ_i∫δψ_i†(t + v_s + α·A_s)ψ_i.

The factor c in δj has cancelled 1/c, which leaves α·A_s with coefficient one. With multipliers λ_ji for the orthonormality conditions, and because δψ_i and iδψ_i are both allowed, the coefficient of δψ_i† must vanish:

(t + v_s + α·A_s)ψ_i = Σ_j ψ_jλ_ji.

Projection on ψ_j shows that λ_ji = ⟨ψ_j|h_s|ψ_i⟩ is Hermitian. A unitary mixing of the occupied orbitals changes neither n, j nor T_s, so it may be chosen to diagonalize λ. This gives the Dirac-Kohn-Sham equations.

Trial orbitals may have ∇·j ≠ 0, although solutions do not. Different continuations of the functional to such currents change A_s by a gradient, which section 2 showed to be harmless.

Conversely, let a self-consistent solution be given. Inserting δT_s from section 2 yields

δE = ∫(−v_s + v + v_H + v_xc)δn + (1/c)∫(−A_s + A + A_H + A_xc)·δj = 0,

so the orbital solution is also a stationary point in n and j.

Limit of fixed fields. Rotate an occupied orbital into an unoccupied eigenstate, ψ_i → cosθ ψ_i + sinθ ψ_a. With the potentials held fixed the energy changes by

ΔE = (ε_a − ε_i) sin²θ,

with curvature 2(ε_a − ε_i) at θ = 0. It is positive for an empty electron state above ψ_i and negative for a negative-energy state. The solution is then a saddle point, and an unrestricted minimization over four-component orbitals would fall into the negative-energy states. The word "stationary" cannot be replaced by "minimal", and the electron states must be selected explicitly. A selection by energy is unambiguous as long as the gap between the two kinds of state stays open. In the full functional the interaction adds its own second derivative to the curvature, so the signs have to be checked in each case.

**6. Total energy and double counting**

Multiply each orbital equation by ψ_i†, integrate and sum:

Σε_i = T_s + ∫n v_s + (1/c)∫j·A_s.

From the definitions of v_H and A_H,

∫n v_H + (1/c)∫j·A_H = ∬(nn′ − j·j′/c²)/|r−r′| = 2E_H.

Therefore

Σε_i = T_s + ∫n v + (1/c)∫j·A + 2E_H + ∫n v_xc + (1/c)∫j·A_xc.

The energy contains E_H once, and E_xc in place of the two xc integrals. Solving for T_s plus the external terms and inserting the result in E gives

E = Σε_i − E_H − ∫n v_xc − (1/c)∫j·A_xc + E_xc.

The current part of −E_H is +½∬j·j′/(c²|r−r′|): the correction for the current interaction is added, not subtracted.

One-electron limit. Without vacuum effects a single electron does not interact with itself, so F = T_s and E_xc = −E_H. Then v_xc = −v_H and A_xc = −A_H, up to a constant and a gradient. With the constant set to zero, the xc integrals sum to −2E_H. The formula gives

E = ε − E_H + 2E_H − E_H = ε,

as it must.

**7. A worked case with a current**

The model is a periodic cell of length 0.2 bohr along x and side 0.05 bohr along y and z. Three electrons move in

v = −V₀cos(qx),  A_y = A₀sin(qx),

with V₀ = 4000 hartree, A₀ = 1000 hartree (as the coefficient in α·A) and q = 2π/0.2 = 31.416 bohr⁻¹. The orbitals depend on x only. A uniform background neutralizes the charge, so a density wave of wave number G ≠ 0 produces a potential 4π/G² times its amplitude, and the G = 0 part is dropped.

With s = j/c, the model functional is

E_xc = −C_x∫[n^(4/3) − λ s² n^(−2/3)],  C_x = (3/4)(3/π)^(1/3) = 0.73856,  λ = 0.2.

The first term is Dirac exchange, the nonrelativistic formula for the spin-unpolarized electron gas. At the peak density of this model, about 2×10⁴ bohr⁻³, the Fermi momentum (3π²n)^(1/3) is about 0.6c, outside the regime of that formula. The second is a simple term that makes A_xc nonzero. Neither term is offered as an accurate approximation here. Differentiation gives

v_xc = −C_x[(4/3)n^(1/3) + (2/3)λ s² n^(−5/3)],

A_xc = δE_xc/δs = 2C_xλ s n^(−2/3).

The self-consistent occupied levels are −3037.96, −2838.17 and −1247.25 hartree. The next electron level is at −1101.30 hartree, and the highest negative-energy level is at −34529.47 hartree. The lowest level with one unit 2π/0.05 bohr⁻¹ of momentum along y or z lies at 3521.39 hartree, well above the occupied ones.

The energy parts, in hartree, are

T_s = 2212.4950
∫n v = −9543.9104
(1/c)∫j·A = −26.7120
charge part of E_H = 153.4445
current part of E_H = −0.1668
E_xc = −53.8532

Four decimals are kept to check the bookkeeping; they have no further significance in a model. The sum is −7258.7029, against −7258.7030 for the directly computed total, a difference due to rounding. This total equals −197.52 keV. Minimizing M[a] numerically for the same current also gives −0.1668 hartree.

For the eigenvalue route, the remaining inputs are Σε_i = −7123.3764, ∫n v_xc = −71.9690 and (1/c)∫j·A_xc = 0.1647 hartree:

E = −7123.3764 − 153.4445 + 0.1668 + 71.9690 − 0.1647 − 53.8532 = −7258.7030 hartree.

The eigenvalue sum alone differs from the total energy by 135.33 hartree.

The xc numbers allow a further check. If n and s are both multiplied by κ, E_xc is multiplied by κ^(4/3). Differentiating at κ = 1 gives

∫n v_xc + ∫s·A_xc = (4/3)E_xc.

The left side is −71.9690 + 0.1647 = −71.8043 hartree, and the right side is (4/3)(−53.8532) = −71.8043 hartree.

Next, the potentials. At orbitals that are not a solution, moving along a direction that amplifies the current changes E_H + E_xc with slope 33.0107 hartree by finite differences. The scalar and vector potentials together predict 33.0107; the scalar potentials alone predict 37.7299.

At the solution, the largest slope among the tested orbital rotations is about 3×10⁻⁶ hartree. This remainder comes from the finite rotation angle of 3×10⁻⁴ used in the central differences: halving the angle reduces it by a factor of four. If A_H + A_xc is left out of the self-consistent cycle, the largest slope of the full functional among the same set of rotations is 0.47 hartree. Those orbitals are not stationary, even though the current part of E_H is small.

The tested rotations stay among the states that depend on x only. They lead to the eight lowest empty electron states and the eight highest negative-energy states of this kind. The curvatures are at least 290.72 hartree for the former and at most −62982.93 hartree for the latter, which confirms the saddle in these directions. The fixed-field formula gives 2(−1101.30 + 1247.25) = 291.90 hartree for the smallest electron gap. For the lowest occupied orbital and the highest negative-energy level it gives 2(−34529.47 + 3037.96) = −62983.02 hartree. Both are close to the values of the full functional.

Finally, stationarity means that the response of the orbitals does not contribute to the first derivative of E with respect to a field strength. Only the explicit dependence remains:

dE/dV₀ = −∫n cos(qx) = −2.38598,

dE/dA₀ = (1/c)∫j_y sin(qx) = −0.026712.

Finite differences of separately converged energies give −2.38598 and −0.026712. The numerical check also adds a gradient to A_s, and the occupied levels then move by at most 5.9×10⁻¹¹ hartree.

Numbers as computed

```
speed of light c = 137.035999 a.u.
cell length along x = 0.200 bohr
cell side along y and z = 0.050 bohr
wave number q = 31.415927 1/bohr
number of electrons = 3
scalar amplitude V0 = 4000.0 hartree
vector amplitude A0 (as alpha.A) = 1000.0 hartree
exchange coefficient C_x = 0.738559 a.u.
current coefficient lambda = 0.2 (dimensionless)
grid points = 41; SCF cycles = 19
occupied orbital energy 1 = -3037.9603 hartree
occupied orbital energy 2 = -2838.1695 hartree
occupied orbital energy 3 = -1247.2466 hartree
lowest empty orbital energy = -1101.2990 hartree
highest negative-energy level = -34529.4743 hartree
lowest level with transverse momentum = 3521.3928 hartree
maximum density n = 19852.349 bohr^-3
maximum |j_y|/c = 1890.259 bohr^-3
maximum |v_H| = 136.6724 hartree
maximum |v_xc| = 26.6642 hartree
maximum |A_H,y| = 2.0654 hartree
maximum |A_xc,y| = 1.0017 hartree
kinetic energy T_s = 2212.4950 hartree
external scalar energy = -9543.9104 hartree
external vector energy = -26.7120 hartree
charge Hartree energy = 153.4445 hartree
current Hartree energy = -0.1668 hartree
current energy from field minimum = -0.1668 hartree
xc energy = -53.8532 hartree
total energy, direct = -7258.7030 hartree
sum of occupied orbital energies = -7123.3764 hartree
integral n v_xc = -71.9690 hartree
integral j.A_xc/c = 0.1647 hartree
total energy, double counting = -7258.7030 hartree
total energy, converted = -197.5194 keV
trial slope, finite difference = 33.010690 hartree
trial slope, both potentials = 33.010690 hartree
trial slope, scalar potential only = 37.729928 hartree
largest rotation slope at solution = 3.2e-06 hartree
same, induced A omitted in SCF = 0.4746 hartree
smallest curvature, empty states = 290.72 hartree
largest curvature, negative states = -62982.93 hartree
dE/dV0, finite difference = -2.385977 (dimensionless)
dE/dV0, from density = -2.385978 (dimensionless)
dE/dA0, finite difference = -0.026712 (dimensionless)
dE/dA0, from current = -0.026712 (dimensionless)
largest gauge shift of levels = 5.9e-11 hartree
energy change with 61 grid points = 2.3e-09 hartree
```
